\section*{Static polarization and plasmons of doped graphene}

\section*{Problem}

Electrons in doped graphene are modelled by
\begin{equation}
H=\hbar v\,\boldsymbol\sigma\cdot\mathbf k,\qquad E_{s\mathbf k}=s\hbar vk,\quad s=\pm1,
\end{equation}
with spin and valley degeneracy $g=4$. The temperature is zero, the valence band is full, and the conduction band is filled up to $k_F$. The added electron density is $n$, and $E_F=\hbar vk_F$.

For $\mathbf p=\mathbf k+\mathbf q$ the non-interacting density response per unit area is
\begin{equation}
\chi(q,\omega)=g\sum_{ss'}\int\!\frac{d^2k}{(2\pi)^2}\,
\frac{F_{ss'}\,(f_{s\mathbf k}-f_{s'\mathbf p})}{\hbar\omega+E_{s\mathbf k}-E_{s'\mathbf p}+i0},
\label{chi}
\end{equation}
where $f$ is the occupation and $F_{ss'}$ the squared overlap of the two spinors. The static polarization is $\Pi(q)=-\chi(q,0)$, which is positive.

\begin{enumerate}
\item[(a)] Find $\Pi(q)$ for the undoped cone.
\item[(b)] Show that doping makes $\Pi(q)$ independent of $q$ up to $q=2k_F$, and identify the constant. Find $\Pi(q)$ beyond $2k_F$ and its behaviour just above that point.
\item[(c)] The electrons interact through $V_q=2\pi e^2/(\kappa q)$, with $\kappa$ the background dielectric constant and $e^2$ in Gaussian form. In the random-phase approximation (RPA), find the long-wavelength plasmon frequency as a function of $q$ and $n$.
\item[(d)] Does $\hbar$ survive in this limit? State what is held fixed.
\item[(e)] Evaluate the results for $v=0.9\,a_0\,\mathrm{Ry}/\hbar$, $n=3\times10^{-5}\,a_0^{-2}$ and $\kappa=4$.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item In (a), the integrand depends on the distances $k$ and $p$ from two fixed points. Coordinates built on their sum and difference are suited to it.
\item In (b), $\chi$ is linear in the occupations. Add the doped electrons to the answer of (a), and sum over the final band before integrating. The square roots then disappear.
\item Do the angular integral as a principal value, and treat $q<2k$ and $q>2k$ separately.
\item In (c), the electrons near the Fermi circle dominate when $vq\ll\omega\ll2E_F/\hbar$. Expand in $vq/\omega$.
\item In (d), compare the answer written with $n$ and $v$ to the same answer written with $n$, $v$ and $E_F$.
\end{enumerate}

\section*{Solution}

\subsection*{Overlaps and the undoped cone}

The spinors are $(1,se^{i\theta_{\mathbf k}})/\sqrt2$. With $\theta$ the angle between $\mathbf k$ and $\mathbf p$,
\begin{equation}
F_{ss'}=\tfrac14\left|1+ss'e^{i\theta}\right|^2=\tfrac12(1+ss'\cos\theta).
\end{equation}
Write $F_+$ for equal bands and $F_-$ for opposite bands.

Without doping, $f_-=1$ and $f_+=0$. The term $(s,s')=(-,+)$ has numerator $+1$ and denominator $-\hbar v(k+p)$; the term $(+,-)$ has numerator $-1$ and denominator $+\hbar v(k+p)$. They are equal, so
\begin{equation}
\Pi_0(q)=\frac{2g}{\hbar v}\int\frac{d^2k}{(2\pi)^2}\,\frac{F_-}{k+p}.
\end{equation}

Now set $k+p=q\cosh\mu$ and $k-p=q\cos\nu$, with $\mu\ge0$ and $0\le\nu<2\pi$. These are elliptic coordinates with foci at $\mathbf k=0$ and $\mathbf k=-\mathbf q$. Their area element is
\begin{equation}
d^2k=\frac{q^2}{4}(\cosh^2\mu-\cos^2\nu)\,d\mu\,d\nu=kp\,d\mu\,d\nu,
\end{equation}
because $4kp=(k+p)^2-(k-p)^2$. The cosine rule $q^2=k^2+p^2-2kp\cos\theta$ gives
\begin{equation}
F_-=\frac{q^2-(k-p)^2}{4kp}=\frac{q^2\sin^2\nu}{4kp}.
\end{equation}
The factors $kp$ cancel, and
\begin{equation}
\Pi_0=\frac{2g}{4\pi^2\hbar v}\,\frac q4
\int_0^{2\pi}\!\sin^2\nu\,d\nu\int_0^\infty\!\frac{d\mu}{\cosh\mu}
=\frac{gq}{8\pi^2\hbar v}\cdot\pi\cdot\frac\pi2=\frac{gq}{16\hbar v}.
\label{undoped}
\end{equation}
The second integral is $2\arctan e^\mu$ taken between $0$ and $\infty$. The linear dependence on $q$ reflects the absence of any other wavevector in the undoped model.

\subsection*{Adding the doped electrons}

Doping adds $\delta f_{+\mathbf k}=\Theta(k_F-k)$. This occupation enters (\ref{chi}) once as the first state and once as the second. In the second case the relabelling $\mathbf k\to-\mathbf p$, $\mathbf p\to-\mathbf k$ gives the same static denominator, with the opposite sign of $i0$. The sum is twice a principal value:
\begin{equation}
\delta\chi=\frac{2g}{\hbar v}\,\mathrm P\!\!\int_{k<k_F}\frac{d^2k}{(2\pi)^2}
\sum_{s=\pm}\frac{F_s}{k-sp}.
\end{equation}
The band sum is
\begin{align}
\sum_s\frac{F_s}{k-sp}
&=\frac{(1+\cos\theta)(k+p)+(1-\cos\theta)(k-p)}{2(k^2-p^2)}\nonumber\\
&=\frac{k+p\cos\theta}{k^2-p^2}.
\end{align}
Let $\phi$ be the angle between $\mathbf k$ and $\mathbf q$. Then $p\cos\theta=\hat{\mathbf k}\cdot\mathbf p=k+q\cos\phi$ and $p^2-k^2=q^2+2kq\cos\phi$. Since $\delta\Pi=-\delta\chi$,
\begin{equation}
\delta\Pi=\frac{g}{2\pi^2\hbar vq}\int_0^{k_F}\!k\,dk\;
\mathrm P\!\!\int_0^{2\pi}\!d\phi\,\frac{2k+q\cos\phi}{q+2k\cos\phi}.
\label{dpi}
\end{equation}

To do the angular integral, divide the numerator by the denominator:
\begin{equation}
\frac{2k+q\cos\phi}{q+2k\cos\phi}=\frac q{2k}+\frac{4k^2-q^2}{2k}\,\frac1{q+2k\cos\phi}.
\end{equation}
With $t=\tan(\phi/2)$, the remaining integral is
\begin{equation}
J=\mathrm P\!\!\int_0^{2\pi}\!\frac{d\phi}{q+2k\cos\phi}
=\mathrm P\!\!\int_{-\infty}^{\infty}\!\frac{2\,dt}{(q+2k)+(q-2k)t^2}.
\end{equation}
For $q>2k$ this is an arctangent integral, $J=2\pi/\sqrt{q^2-4k^2}$. For $q<2k$ the integrand is proportional to $1/(a^2-t^2)$ with $a^2=(2k+q)/(2k-q)$. Its primitive, $(2a)^{-1}\ln|(a+t)/(a-t)|$, vanishes at both infinities, and its divergences cancel across each pole. Hence $J=0$. The angular integral in (\ref{dpi}) is therefore
\begin{equation}
\frac\pi k\left[q-\sqrt{q^2-4k^2}\;\Theta(q-2k)\right].
\end{equation}

Inserting this, with $K=\min(k_F,q/2)$,
\begin{equation}
\delta\Pi=\frac{g}{2\pi\hbar v}\left[k_F-\frac1q\int_0^K\!\sqrt{q^2-4k^2}\,dk\right].
\label{radial}
\end{equation}

\subsection*{Below and above $2k_F$}

For $q\le2k_F$ the upper limit is $q/2$. The substitution $k=(q/2)\sin u$ gives $(q^2/2)\int_0^{\pi/2}\cos^2u\,du=\pi q^2/8$, so
\begin{equation}
\delta\Pi=\frac{gk_F}{2\pi\hbar v}-\frac{gq}{16\hbar v}.
\end{equation}
The second term cancels (\ref{undoped}), leaving
\begin{equation}
\boxed{\Pi(q)=D_0=\frac{gk_F}{2\pi\hbar v}=\frac{2k_F}{\pi\hbar v}\qquad(q\le2k_F).}
\end{equation}
The constant is the density of states at $E_F$: the number of states per area and wavevector, $gk/(2\pi)$, divided by $dE/dk=\hbar v$.

For $q>2k_F$ put $x=q/2k_F$. The same substitution now ends at $u_0=\arcsin(1/x)$:
\begin{equation}
\int_0^{k_F}\!\sqrt{q^2-4k^2}\,dk
=\frac{q^2}{4}\left[\arcsin\frac1x+\frac1x\sqrt{1-\frac1{x^2}}\right].
\end{equation}
Dividing by $qk_F$ turns the prefactor into $x/2$, while $\Pi_0/D_0=\pi x/4$. Thus
\begin{equation}
\frac{\Pi}{D_0}=1+\frac{\pi x}{4}-\frac12\sqrt{1-\frac1{x^2}}-\frac x2\arcsin\frac1x
\qquad(x>1).
\label{above}
\end{equation}
For $x\gg1$ the last two terms tend to $-\frac12-\frac12$, and the undoped result returns.

Differentiation of (\ref{above}) gives
\begin{align}
\frac{d}{dx}\frac{\Pi}{D_0}
&=\frac\pi4-\frac12\arcsin\frac1x+\frac{1-x^{-2}}{2x\sqrt{1-x^{-2}}}\nonumber\\
&=\frac12\arccos\frac1x+\frac{\sqrt{x^2-1}}{2x^2}.
\end{align}
At $x=1+\varepsilon$ both $\arccos(1/x)$ and $\sqrt{x^2-1}$ are $\sqrt{2\varepsilon}$ to leading order. The slope is then $\sqrt{2\varepsilon}$, and integration gives
\begin{equation}
\frac{\Pi}{D_0}-1\simeq\frac{2\sqrt2}{3}\,\varepsilon^{3/2}.
\end{equation}
The slope is continuous at $2k_F$, but the curvature diverges from above. The transition joining opposite points of the Fermi circle has $\theta=\pi$, hence $F_+=0$.

\subsection*{The plasmon}

The density is $n=g\pi k_F^2/(2\pi)^2=k_F^2/\pi$, so $k_F=\sqrt{\pi n}$. Take $q\ll k_F$ and $vq\ll\omega\ll2E_F/\hbar$. Within the conduction band the energy change is $\Delta=\hbar vq\cos\phi$, and
\begin{equation}
f_{\mathbf k}-f_{\mathbf p}\simeq\Delta\,\delta(E_{\mathbf k}-E_F),\qquad F_+\simeq1.
\end{equation}
If the two states are placed at $\mathbf k\mp\mathbf q/2$, the relative corrections to this step start at order $(q/k_F)^2$. Averaging over the Fermi circle,
\begin{equation}
\chi\simeq D_0\left\langle\frac{\Delta}{\hbar\omega-\Delta}\right\rangle
\simeq D_0\frac{\langle\Delta^2\rangle}{(\hbar\omega)^2}
=D_0\frac{v^2q^2}{2\omega^2}=\frac{gE_Fq^2}{4\pi\hbar^2\omega^2}.
\label{intra}
\end{equation}
The term linear in $\Delta$ averages to zero. Interband transitions contribute less by a factor of order $(\hbar\omega/2E_F)^2$, as the second variation shows.

The RPA plasmon is the zero of $1-V_q\chi$. With (\ref{intra}),
\begin{equation}
\omega_0^2=\frac{2\pi e^2}{\kappa q}\,\frac{gE_Fq^2}{4\pi\hbar^2}
=\frac{2e^2E_Fq}{\kappa\hbar^2},
\end{equation}
and inserting $E_F=\hbar v\sqrt{\pi n}$,
\begin{equation}
\boxed{\omega_0=\left(\frac{2e^2v\sqrt{\pi n}}{\kappa\hbar}\right)^{1/2}q^{1/2}
\;\propto\;q^{1/2}\,n^{1/4}.}
\label{plasmon}
\end{equation}

The assumptions can be tested against the answer. With $\alpha=e^2/(\kappa\hbar v)$, (\ref{plasmon}) reads $\omega_0^2=2\alpha v^2k_Fq$, so
\begin{equation}
\left(\frac{vq}{\omega_0}\right)^2=\frac{q}{2\alpha k_F},\qquad
\left(\frac{\hbar\omega_0}{2E_F}\right)^2=\frac{\alpha q}{2k_F}.
\label{window}
\end{equation}
Both are small when $q/k_F$ is small compared with $2\alpha$ and $2/\alpha$. There is also a lower bound on $q$: the instantaneous Coulomb law requires $\omega_0\sqrt\kappa\ll cq$, which fails at sufficiently small $q$ because $\omega_0\propto\sqrt q$. Since $\kappa\omega_0^2/(cq)^2=2\alpha\kappa(v/c)^2k_F/q$, the bound is $q\gg2\alpha\kappa(v/c)^2k_F$, about $5\times10^{-5}k_F$ for the parameters of (e).

\subsection*{What the surviving $\hbar$ means}

At fixed $n$, $v$ and $e^2/\kappa$, (\ref{plasmon}) gives $\omega_0\propto\hbar^{-1/2}$. The same frequency can be written, using $E_F^2=\hbar^2v^2\pi n$, as
\begin{equation}
\omega_0^2=\frac{2\pi ne^2q}{\kappa m_c},\qquad m_c=\frac{E_F}{v^2}=\frac{\hbar k_F}{v}.
\end{equation}
No $\hbar$ appears if $n$, $v$ and $E_F$ are the given quantities. The statement that $\hbar$ survives therefore refers to the description by density and velocity. The cone has no mass parameter; its dynamical mass $m_c$ is set by the Fermi momentum $\hbar k_F$, which the Pauli principle ties to the density. This also accounts for the power of $n$: since $m_c\propto\sqrt n$, the ratio $n/m_c$ grows as $\sqrt n$.

The formula does not describe a classical limit $\hbar\to0$ at fixed $n$, $v$ and $q$. In that limit $\alpha$ grows, and the second condition in (\ref{window}) fails.

\subsection*{Numbers}

In Rydberg atomic units $\hbar=1$, $e^2=2$ and the free-electron mass is $m_e=\frac12$. The given density is $1.07\times10^{12}\,\mathrm{cm}^{-2}$. Then
\begin{align}
k_F&=\sqrt{\pi\times3\times10^{-5}}=9.71\times10^{-3}\,a_0^{-1},\nonumber\\
E_F&=0.9\times9.71\times10^{-3}=8.74\times10^{-3}\,\mathrm{Ry}=0.119\,\mathrm{eV},\nonumber\\
D_0&=\frac{2\times9.71\times10^{-3}}{0.9\,\pi}=6.87\times10^{-3}\,\mathrm{Ry}^{-1}a_0^{-2},\nonumber\\
\alpha&=\frac{2}{4\times0.9}=0.556,\qquad m_c=0.0216\,m_e.\nonumber
\end{align}

The static response can also be divided by allowed transitions: from filled to empty conduction states (intraband), and from the valence band to empty conduction states (interband). Double-exponential quadrature of (\ref{chi}) over these regions gives, in units of $D_0$:
\begin{center}
\begin{tabular}{cccc}
$q/k_F$ & intraband & interband & sum\\
0.3 & 0.989 & 0.011 & 1.000\\
1.0 & 0.855 & 0.145 & 1.000\\
1.9 & 0.442 & 0.558 & 1.000\\
2.2 & 0.334 & 0.694 & 1.028\\
3.0 & 0.215 & 1.043 & 1.258
\end{tabular}
\end{center}
Neither part is constant. The fall of one is compensated by the rise of the other up to $2k_F$; beyond it the interband part grows faster than the intraband part falls.

For the plasmon at $q=0.1k_F$,
\begin{equation}
\hbar\omega_0=\left(\frac{2\times2\times8.74\times10^{-3}\times9.71\times10^{-4}}{4}\right)^{1/2}
=2.91\times10^{-3}\,\mathrm{Ry}.
\end{equation}
The full RPA frequency follows from the same quadrature at finite $\omega$ and a bracketed root search for $1-V_q\chi=0$, in the range $vq<\omega<2E_F/\hbar-vq$ where $\chi$ is real:
\begin{center}
\begin{tabular}{cccc}
$q/k_F$ & $\hbar\omega_0$ ($10^{-3}$ Ry) & RPA ($10^{-3}$ Ry) & RPA (meV)\\
0.01 & 0.921 & 0.923 & 12.6\\
0.05 & 2.059 & 2.080 & 28.3\\
0.10 & 2.912 & 2.969 & 40.4\\
0.20 & 4.119 & 4.277 & 58.2
\end{tabular}
\end{center}
At $q=0.2k_F$ the RPA root lies about 4\% above the leading formula. These are values of the model. RPA leaves out exchange and correlation corrections to $\chi$, which can change even the coefficient in (\ref{plasmon}): the current $v\boldsymbol\sigma$ is not proportional to momentum, so momentum conservation does not protect it. Temperature, disorder and the bending of the bands are also left out. So is retardation, which in a uniform medium of constant $\kappa$ lowers the frequency by about $\frac14\kappa\omega_0^2/(cq)^2$: 0.12\% at $q=0.01k_F$ (0.923 becomes 0.922) and 0.02\% at $q=0.05k_F$. A constant $\kappa$ is itself an idealization at these energies, since optical phonons of a polar dielectric couple to the plasmon.

\section*{Variation 1: a parabolic band}

\emph{Replace the cone by one band $E=\hbar^2k^2/2m$ with degeneracy $g$ and unit overlap. Which conclusions change?}

The static response again contains $J$:
\begin{align}
\Pi&=2g\,\mathrm P\!\!\int_{k<k_F}\!\frac{d^2k}{(2\pi)^2}\,\frac{2m}{\hbar^2q(q+2k\cos\phi)}
=\frac{gm}{\pi^2\hbar^2q}\int_0^K\!\frac{2\pi k\,dk}{\sqrt{q^2-4k^2}}\nonumber\\
&=\frac{gm}{2\pi\hbar^2}\left[1-\sqrt{1-\frac{4K^2}{q^2}}\right].
\end{align}
For $q\le2k_F$, $K=q/2$ and $\Pi$ is again the density of states. Beyond $2k_F$ it falls, starting as $-\sqrt{2\varepsilon}$ relative to the plateau, a stronger singularity than the $\varepsilon^{3/2}$ of the cone.

For the plasmon, put $D=gm/(2\pi\hbar^2)$ and $v_F=\hbar k_F/m$ into (\ref{intra}):
\begin{equation}
\chi\simeq D\frac{v_F^2q^2}{2\omega^2}=\frac{gk_F^2}{4\pi}\frac{q^2}{m\omega^2}
=\frac{nq^2}{m\omega^2},\qquad \omega^2=\frac{2\pi ne^2q}{\kappa m}.
\end{equation}
The dependence on $q$ is unchanged, but the density power is $\frac12$ and $\hbar$ has cancelled at fixed $n$ and $m$. An RPA root search with $g=2$, $m=m_e$, the same $n$ and $\kappa$, and $q=10^{-3}\sqrt{\pi n}$ shows a relative change of about $10^{-5}$ when $\hbar$ is halved. For the cone at $q=10^{-4}k_F$, reducing $\hbar$ by a factor of four gives the power $-0.500$. This tests the model with the instantaneous Coulomb law only: with the real speed of light $\omega_0\sqrt\kappa/(cq)$ is already 0.69 at this $q$, and 1.4 after the reduction, so retardation would change the power.

\section*{Variation 2: the first correction in $q$}

\emph{Find the next term in the RPA dispersion of the cone. Does the plasmon lie above or below $\omega_0$?}

There are two corrections of the same order. The first is the next term of the average in (\ref{intra}). Since $\langle\cos^4\phi\rangle=\frac38$ and $\langle\cos^2\phi\rangle=\frac12$, its relative size is $+\frac34(vq/\omega)^2$.

The second comes from interband transitions into empty states. The two time orderings combine to $2E/[(\hbar\omega)^2-E^2]\simeq-2/E$, with $E\simeq2\hbar vk$. The angle between $\mathbf k$ and $\mathbf p$ is about $q|\sin\phi|/k$, so $F_-\simeq q^2\sin^2\phi/(4k^2)$, and
\begin{equation}
\chi_{\rm inter}\simeq-\frac{g}{4\pi^2}\int_{k_F}^\infty\!k\,dk\,\frac{\pi q^2}{4k^2}\,\frac{1}{\hbar vk}
=-\frac{gq^2}{16\pi\hbar vk_F}.
\end{equation}
Divided by (\ref{intra}) this is $-(\hbar\omega/2E_F)^2$. In these small terms $\omega$ may be replaced by $\omega_0$, and (\ref{window}) gives
\begin{equation}
\omega^2=\omega_0^2\left[1+\frac q{k_F}\left(\frac{3}{8\alpha}-\frac\alpha2\right)+\dots\right].
\end{equation}
The motion of the carriers raises the frequency, and interband polarization lowers it. The sign changes at $\alpha=\sqrt3/2$.

For $\kappa=4$ the coefficient is $0.675-0.278=0.397$. At $q=0.2k_F$ the corrected energy is $4.279\times10^{-3}$ Ry, against the RPA root of $4.277\times10^{-3}$ Ry. For $\kappa=1$, $\alpha=2.22$ and the coefficient is $-0.942$: the plasmon then starts below the square-root law.

Numbers in the example were calculated in double precision.
